# Acoustic Deformation-Potential Mobility and the Constant Mean Free Path: test program

```python
"""Acoustic deformation-potential mobility of a nondegenerate electron gas.

Result under test (hbar = e = electron mass = 1):
    mean free path  l  = pi c_l / (m^2 D^2 kT), the same at every energy
    mobility        mu = 2 sqrt(2 pi) c_l / (3 m^(5/2) D^2 kT^(3/2))
m: band mass, D: deformation potential, c_l = rho s^2: longitudinal
elastic constant, rho: density, s: sound speed, kT: thermal energy.
Both hold to leading order in m s^2 / kT. The checks use explicit modes,
explicit state sums and a Boltzmann solution with inelastic scattering.
"""
import numpy as np
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10            # angstrom
TIME = const.physical_constants["atomic unit of time"][0] * 1e15    # fs
K_B = const.physical_constants["Boltzmann constant in eV/K"][0]
MOBILITY = BOHR**2 / (TIME * HARTREE)                # angstrom^2/(V fs)

# Round model parameters
mass = 0.3
D_eV, c_eV, s_fs, temperature = 8.0, 1.0, 0.08, 300.0
D = D_eV / HARTREE
c_l = c_eV * BOHR**3 / HARTREE
sound = s_fs * TIME / BOHR
kT = K_B * temperature / HARTREE
rho = c_l / sound**2


def path_formula(m, thermal):
    return np.pi * c_l / (m**2 * D**2 * thermal)


def mobility_formula(m, thermal):
    return (2 * np.sqrt(2 * np.pi) * c_l
            / (3 * m**2.5 * D**2 * thermal**1.5))


# ---- Matrix element: standing waves and a diagonalized oscillator ----
E_ref = 0.04 / HARTREE
k_ref = np.sqrt(2 * mass * E_ref)
q_ref = 2 * k_ref                                   # backscattering
omega = sound * q_ref
length = 2 * np.pi * 6 / q_ref
volume = length**3
points = 121
Q = np.linspace(-8, 8, points) / np.sqrt(omega)
h = Q[1] - Q[0]
diff = np.subtract.outer(np.arange(points), np.arange(points))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (1.0 - 2.0 * (np.abs(diff) % 2)) / safe**2) / h**2
_, states = np.linalg.eigh(kinetic + np.diag(0.5 * omega**2 * Q**2))
quanta = 3
lowering = states[:, quanta - 1] @ (Q * states[:, quanta])
x = np.arange(64) * length / 64
amplitude = np.sqrt(2 / (rho * volume))
numeric_M2 = 0.0
for slope in (-q_ref * np.sin(q_ref * x), q_ref * np.cos(q_ref * x)):
    electron = np.mean(np.exp(-1j * k_ref * x) * D * amplitude * slope
                       * np.exp(-1j * k_ref * x))
    numeric_M2 += abs(electron * lowering)**2
formula_M2 = D**2 * q_ref**2 * quanta / (2 * rho * volume * omega)
matrix_ratio = numeric_M2 / formula_M2
assert abs(matrix_ratio - 1) < 1e-6

# ---- Thermal strain of a diagonalized chain of atoms ----
atoms, spacing, harmonic = 60, 5.0, 3
atom_mass, spring = rho * spacing**3, c_l * spacing
step = np.roll(np.eye(atoms), 1, axis=1) - np.eye(atoms)  # u_(j+1) - u_j
squares, modes = np.linalg.eigh(spring / atom_mass * step.T @ step)
freq, modes = np.sqrt(squares[1:]), modes[:, 1:]          # drop translation
spread = 1 / (2 * atom_mass * freq * np.tanh(freq / (2 * kT)))
q_chain = 2 * np.pi * harmonic / (atoms * spacing)
wave = np.exp(-1j * q_chain * spacing * np.arange(atoms)) / atoms
projection = (wave @ step / spacing) @ modes
strain2 = np.sum(np.abs(projection)**2 * spread)
chain_volume = atoms * spacing**3
omega_chain = sound * q_chain
bose = 1 / np.expm1(omega_chain / kT)
strain_formula = (q_chain**2 * (2 * bose + 1)
                  / (2 * rho * chain_volume * omega_chain))
equipartition_ratio = strain2 * chain_volume * c_l / kT
assert abs(strain2 / strain_formula - 1) < 2e-4
assert abs(equipartition_ratio - 1) < 0.01

# ---- Golden rule: explicit sum over states of a periodic box ----
radius = 30                                  # initial k in grid steps
axis = np.arange(-42, 43)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
norm_n = np.sqrt(nx**2 + ny**2 + nz**2)
cosine = nx / np.maximum(norm_n, 1)
box = (2 * np.pi * radius / k_ref)**3
width = 0.1 * E_ref                          # smeared energy delta function
energy = E_ref * (norm_n / radius)**2
delta = (np.exp(-0.5 * ((energy - E_ref) / width)**2)
         / (width * np.sqrt(2 * np.pi)))
box_rate = (2 * np.pi * D**2 * kT / (box * c_l)
            * np.sum(delta * (1 - cosine)))
elastic_rate = D**2 * mass * k_ref * kT / (np.pi * c_l)
box_ratio = box_rate / elastic_rate
# Smearing a square-root density of states costs about width^2/(8 E^2)
assert abs(box_ratio - 1) < 3e-3

# ---- Inelastic scattering with Bose occupations ----
nodes, node_weights = np.polynomial.legendre.leggauss(60)


def events(k, m, s, thermal, power=0):
    """Rates, final momenta and cosines for all phonons reachable from k.

    power multiplies the squared coupling by q**power.
    """
    windows = [(1, max(0.0, 2 * (m * s - k)), 2 * (k + m * s))]
    if k > m * s:
        windows.append((-1, 0.0, 2 * (k - m * s)))
    rates, finals, cosines = [], [], []
    for gain, low, high in windows:
        q = low + (high - low) * (nodes + 1) / 2
        weight = node_weights * (high - low) / 2
        number = 1 / np.expm1(s * q / thermal) + (gain < 0)
        k_final = np.sqrt(k**2 + 2 * gain * m * s * q)
        rates.append(weight * D**2 * m * s / (4 * np.pi * c_l * k)
                     * q**(2.0 + power) * number)
        finals.append(k_final)
        cosines.append((k**2 + k_final**2 - q**2) / (2 * k * k_final))
    return tuple(np.concatenate(a) for a in (rates, finals, cosines))


def inelastic_path(E, power=0):
    k = np.sqrt(2 * mass * E)
    rates, _, cosines = events(k, mass, sound, kT, power)
    return k / mass / np.sum(rates * (1 - cosines))


def boltzmann(m, s, thermal, size=6):
    """Galerkin solution of the linearized Boltzmann equation."""
    k_th = np.sqrt(2 * m * thermal)
    powers = np.arange(size)
    matrix, drive, norm = np.zeros((size, size)), np.zeros(size), 0.0
    edges = [0.0, m * s, 2 * m * s, 7 * k_th]
    for low, high in zip(edges[:-1], edges[1:]):
        for node, node_weight in zip(nodes, node_weights):
            k = low + (high - low) * (node + 1) / 2
            weight = (node_weight * (high - low) / 2 * k**2
                      * np.exp(-(k / k_th)**2))
            basis = (k / k_th)**powers
            rates, finals, cosines = events(k, m, s, thermal)
            back = (rates * cosines) @ (finals[:, None] / k_th)**powers
            matrix += weight * np.outer(basis, basis * rates.sum() - back)
            drive += weight * basis * k / m
            norm += weight
    solution = np.linalg.solve(matrix, drive)
    return drive @ solution / (3 * thermal * norm), matrix


path = path_formula(mass, kT)
energies_eV = (0.01, 0.04, 0.16)
paths = [inelastic_path(E / HARTREE) for E in energies_eV]
assert all(abs(p / path - 1) < 0.015 for p in paths)

# An extra 1/q^2 in the squared coupling makes the path grow as energy
contrast = (inelastic_path(0.16 / HARTREE, -2)
            / inelastic_path(0.04 / HARTREE, -2))
assert abs(contrast - 4) < 0.12

mu = mobility_formula(mass, kT)
mu_full, collision = boltzmann(mass, sound, kT)
assert np.allclose(collision, collision.T, rtol=1e-3, atol=0)
deviation = mu_full / mu - 1
deviation_half = boltzmann(mass, sound / 2, kT)[0] / mu - 1
assert abs(deviation) < 0.01
assert 3.5 < deviation / deviation_half < 4.5      # quadratic in s

mu_cool = boltzmann(mass, sound, kT / 2)[0]
mu_heavy = boltzmann(2 * mass, sound, kT)[0]
assert abs(mu_cool / mobility_formula(mass, kT / 2) - 1) < 0.02
assert abs(mu_heavy / mobility_formula(2 * mass, kT) - 1) < 0.02
exponent_T = -np.log2(mu_cool / mu_full)
exponent_m = np.log2(mu_heavy / mu_full)

kT_cold = kT / 10
mu_cold = boltzmann(mass, sound, kT_cold)[0]
mu_cold_small = boltzmann(mass, sound, kT_cold, size=4)[0]
assert abs(mu_cold_small / mu_cold - 1) < 2e-3
deviation_cold = mu_cold / mobility_formula(mass, kT_cold) - 1
assert 0.02 < deviation_cold < 0.10

# ---- Restored constants: the same mobility evaluated in SI units ----
mu_SI = (2 * np.sqrt(2 * np.pi) * const.e * const.hbar**4
         * (c_eV * const.e * 1e30)
         / (3 * (mass * const.m_e)**2.5 * (D_eV * const.e)**2
            * (const.k * temperature)**1.5))
assert abs(mu_SI * 1e5 / (mu * MOBILITY) - 1) < 1e-6

mean_speed = np.sqrt(8 * kT / (np.pi * mass))
print(f"band mass: {mass:.1f} m_e")
print(f"deformation potential D: {D_eV:.1f} eV")
print(f"elastic constant c_l: {c_eV:.1f} eV/angstrom^3")
print(f"sound speed s: {s_fs:.2f} angstrom/fs")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT * HARTREE:.5f} eV")
print(f"m s^2/kT: {mass * sound**2 / kT:.5f} (dimensionless)")
print(f"matrix element squared, numeric/formula: {matrix_ratio:.8f}")
print(f"chain strain, quantum/equipartition: {equipartition_ratio:.5f}")
print(f"chain phonon energy/kT: {omega_chain / kT:.4f}")
print(f"box-sum rate/elastic formula at 0.04 eV: {box_ratio:.5f}")
for E_eV, p in zip(energies_eV, paths):
    k = np.sqrt(2 * mass * E_eV / HARTREE)
    rate = D**2 * mass * k * kT / (np.pi * c_l)
    print(f"E = {E_eV:.2f} eV: wave number {k / BOHR:.5f} 1/angstrom")
    print(f"  speed {k / mass * BOHR / TIME:.3f} angstrom/fs")
    print(f"  phonon energy at q=2k {2 * k * sound * HARTREE:.5f} eV")
    print(f"  hbar/tau, elastic {rate * HARTREE:.6f} eV")
    print(f"  v tau, elastic {k / mass / rate * BOHR:.1f} angstrom")
    print(f"  path, inelastic {p * BOHR:.1f} angstrom")
    print(f"  k l {k * path:.1f} (dimensionless)")
print(f"mean free path, formula: {path * BOHR:.1f} angstrom")
print(f"mean free path, converted: {path * BOHR / 10:.2f} nm")
print(f"path ratio 0.16/0.04 eV with extra 1/q^2: {contrast:.3f}")
print(f"mean thermal speed: {mean_speed * BOHR / TIME:.4f} angstrom/fs")
print(f"mobility, formula: {mu * MOBILITY:.0f} angstrom^2/(V fs)")
print(f"mobility, converted: {mu_SI * 1e4:.1f} cm^2/(V s)")
print(f"mobility, inelastic: {mu_full * MOBILITY:.0f} angstrom^2/(V fs)")
print(f"inelastic/formula - 1 at 300 K: {100 * deviation:.3f} percent")
print(f"same with s halved: {100 * deviation_half:.3f} percent")
print(f"inelastic/formula - 1 at 30 K: {100 * deviation_cold:.2f} percent")
print(f"temperature exponent, inelastic 150-300 K: {exponent_T:.4f}")
print(f"mass exponent, inelastic 0.3-0.6 m_e: {exponent_m:.4f}")
print("all assertions hold")
```

Output:

```
band mass: 0.3 m_e
deformation potential D: 8.0 eV
elastic constant c_l: 1.0 eV/angstrom^3
sound speed s: 0.08 angstrom/fs
temperature: 300 K
thermal energy kT: 0.02585 eV
m s^2/kT: 0.00422 (dimensionless)
matrix element squared, numeric/formula: 1.00000000
chain strain, quantum/equipartition: 1.00483
chain phonon energy/kT: 0.2418
box-sum rate/elastic formula at 0.04 eV: 0.99874
E = 0.01 eV: wave number 0.02806 1/angstrom
  speed 1.083 angstrom/fs
  phonon energy at q=2k 0.00296 eV
  hbar/tau, elastic 0.000582 eV
  v tau, elastic 1225.0 angstrom
  path, inelastic 1231.2 angstrom
  k l 34.4 (dimensionless)
E = 0.04 eV: wave number 0.05612 1/angstrom
  speed 2.166 angstrom/fs
  phonon energy at q=2k 0.00591 eV
  hbar/tau, elastic 0.001164 eV
  v tau, elastic 1225.0 angstrom
  path, inelastic 1233.6 angstrom
  k l 68.7 (dimensionless)
E = 0.16 eV: wave number 0.11224 1/angstrom
  speed 4.331 angstrom/fs
  phonon energy at q=2k 0.01182 eV
  hbar/tau, elastic 0.002327 eV
  v tau, elastic 1225.0 angstrom
  path, inelastic 1224.2 angstrom
  k l 137.5 (dimensionless)
mean free path, formula: 1225.0 angstrom
mean free path, converted: 122.50 nm
path ratio 0.16/0.04 eV with extra 1/q^2: 3.970
mean thermal speed: 1.9646 angstrom/fs
mobility, formula: 31031 angstrom^2/(V fs)
mobility, converted: 3103.1 cm^2/(V s)
mobility, inelastic: 31199 angstrom^2/(V fs)
inelastic/formula - 1 at 300 K: 0.542 percent
same with s halved: 0.135 percent
inelastic/formula - 1 at 30 K: 5.66 percent
temperature exponent, inelastic 150-300 K: -1.5078
mass exponent, inelastic 0.3-0.6 m_e: -2.4922
all assertions hold
```
